# Why electrophoretic mobility peaks as zeta potential rises

An electrophoresis measurement gives a mobility, and a calculation must turn it into a zeta potential. Take an oxide-like sphere of radius 150 nm in 10 mM of a 1:1 salt, with a mobility of $6.0\times10^{-4}$ cm²/Vs. Smoluchowski's proportionality reads this as 77 mV. The standard electrokinetic equations, solved for the same sphere, give two answers: 93 mV and 204 mV. One must therefore decide whether the proportional law may be used and, if not, which root to take. The two roots lie on either side of a maximum in the mobility curve. A thin-layer model explains this maximum and shows when the proportional law fails; the choice of root also needs physical knowledge beyond the mobility itself.

## The model and its units

A smooth, rigid, insulating sphere of radius $a$ sits in a symmetric $z{:}z$ electrolyte with bulk concentration $n$ of each ion. Both ions have diffusivity $D$. The applied field $E$ is weak, so responses are linear in it. Ions are points, viscosity $\eta$ and permittivity $\varepsilon$ are uniform, and the stagnant layer next to the solid does not conduct.

The particle is taken as positive; reversing all charges gives the negative case. Potentials $\psi$ and $\zeta$ are in units of $kT/ze$, and mobility $M$ is in units of $\varepsilon kT/(\eta ze)$, so that Smoluchowski's law is $M=\zeta$. Two parameters appear:

$$K=\kappa a,\quad \kappa^2=\frac{2nz^2e^2}{\varepsilon kT},\qquad P=\frac{\varepsilon (kT/ze)^2}{\eta D}.$$

$K$ is the ratio of radius to Debye length, and $P$ measures ion transport by flow against transport by migration. The theory is leading order in $1/K$, but $e^{\zeta/2}/K$ may have any size.

## The layer stores counterions exponentially

Let $y$ be the distance from the surface. For $K\gg1$ the layer is locally flat, and $\psi''=\kappa^2\sinh\psi$. Multiplying by $\psi'$ and integrating from the bulk gives $\psi'^2=2\kappa^2(\cosh\psi-1)=4\kappa^2\sinh^2(\psi/2)$. Since $\psi$ decays outward,

$$\psi'=-2\kappa\sinh(\psi/2),\qquad dy=-\frac{d\psi}{2\kappa\sinh(\psi/2)}.$$

Counterions (c) have density $ne^{\psi}$ and co-ions (o) $ne^{-\psi}$. Define the relative excess beyond $y$ as $F_i(y)=\int_y^\infty(n_i/n-1)\,dy'$. Because $e^{\pm\psi}-1=\pm2e^{\pm\psi/2}\sinh(\psi/2)$, the hyperbolic sine cancels:

$$F_c=\frac{2}{\kappa}(e^{\psi/2}-1),\qquad F_o=-\frac{2}{\kappa}(1-e^{-\psi/2}).$$

At the surface the counterion excess grows as $e^{\zeta/2}$, while the co-ion deficit stays below $2/\kappa$. This asymmetry is the root of the maximum.

## The flow that the layer drives

Let $\mu_i$ be the field-induced change in the electrochemical potential of ion $i$. The Stokes equation is $\eta\nabla^2u=\nabla p+\rho\nabla\phi$, with $\rho$ the charge density. Since $\sum n_i\nabla\mu_i=kT\nabla\sum n_i+\rho\nabla\phi$, it becomes

$$\eta\nabla^2u=\nabla\Pi+\sum_i n_i\nabla\mu_i,\qquad \Pi=p-kT\sum_i n_i.$$

Across a thin layer, $\mu_i$ and $\Pi$ hardly vary with $y$. At its outer edge the viscous term is negligible on the scale of the layer, so $\nabla_s\Pi=-n\sum\nabla_s\mu_i$, where $s$ marks the tangential direction. Hence $\eta u''=\sum(n_i-n)\nabla_s\mu_i$. With $u'\to0$ outside and $u(0)=0$, two integrations give

$$u'=-\frac n\eta\sum_iF_i\nabla_s\mu_i,\qquad u_{\rm slip}=-\frac n\eta\sum_i m_i\nabla_s\mu_i,\qquad m_i=\int_0^\infty F_i\,dy.$$

For counterions,

$$m_c=\frac1{\kappa^2}\int_0^\zeta\frac{e^{\psi/2}-1}{\sinh(\psi/2)}d\psi
=\frac1{\kappa^2}\int_0^\zeta\left(1+\tanh\frac\psi4\right)d\psi .$$

The second form uses $e^{\psi/2}-1=2e^{\psi/4}\sinh(\psi/4)$ and $\sinh(\psi/2)=2\sinh(\psi/4)\cosh(\psi/4)$. For co-ions the integrand is $-(1-\tanh(\psi/4))$. With $L=\ln\cosh(\zeta/4)$,

$$m_c=\frac{4L+\zeta}{\kappa^2},\qquad m_o=\frac{4L-\zeta}{\kappa^2}.$$

## Surface conduction and the Dukhin number

The excess counterion flux along the surface has a migration part, $-(Dn/kT)F_c(0)\nabla_s\mu_c$, and a part carried by the flow. Only the excess $n_c-n$ counts in the second part, because solvent entering or leaving the layer already carries the bulk concentration $n$. Since $n_c/n-1=-F_c'$, integration by parts gives

$$\int_0^\infty(n_c-n)u\,dy=n\int_0^\infty F_cu'\,dy=-\frac{n^2}{\eta}\nabla_s\mu_c\int_0^\infty F_c^2\,dy,$$

keeping the counterions' own gradient. Put $t=e^{\psi/2}$ and $T=e^{\zeta/2}$. Then $d\psi=2\,dt/t$, $\sinh(\psi/2)=(t^2-1)/2t$, and

$$\int_0^\infty F_c^2dy=\frac8{\kappa^3}\int_1^T\frac{t-1}{t+1}dt=\frac8{\kappa^3}\left[T-1-2\ln\frac{T+1}2\right].$$

From the definitions, $nkT/(\eta D\kappa^2)=P/2$. The total flux is therefore $-(Dn/kT)\nabla_s\mu_c$ times the length

$$\frac2\kappa\left[(1+2P)(T-1)-4P\ln\frac{T+1}2\right].$$

When this length is comparable with $a$, $T$ is of order $K$, and the logarithm contributes only of order $(\ln K)/K$ relative to $a$. The cross term is equally small: $\int F_cF_o\,dy=-(16/\kappa^3)L$. The co-ions' own excess transport is of order $1/K$. Dropping these leaves one ratio of surface to bulk conduction, that of the counterions:

$$\delta=\frac2K(1+2P)(e^{\zeta/2}-1).$$

Bikerman's surface conductivity $K^\sigma$ counts both ions in a purely electrical gradient, for which $\nabla_s\mu_i$ has opposite signs for the two. Migration gives $F_c(0)+F_o(0)=(4/\kappa)(\cosh(\zeta/2)-1)$. The flow part contains $F_c-F_o=(4/\kappa)\sinh(\psi/2)$, so

$$\int_0^\infty(F_c-F_o)^2dy=\frac8{\kappa^3}\int_0^\zeta\sinh\frac\psi2\,d\psi=\frac{16}{\kappa^3}\left(\cosh\frac\zeta2-1\right),$$

and multiplication by $\kappa^2P/2$ turns this into $2P$ times the migration part. The bulk conductivity $K_L$ also counts two ions. Hence

$$\mathrm{Du}=\frac{K^\sigma}{K_La}=\frac2K(1+2P)\left(\cosh\frac\zeta2-1\right).$$

At high $\zeta$, $\delta\to2\,\mathrm{Du}$: nearly all the surface current is carried by one ion, whereas the bulk current is shared by two.

## The counterions lose their driving force

Outside the layer the solution is neutral and, at linear order, convection does not change the ion balance, so $\nabla^2\mu_i=0$. With $s_c=-1$ and $s_o=+1$, the solution that joins the applied field is

$$\mu_i=-s_izeE\left(r+b_i\frac{a^3}{r^2}\right)\cos\theta .$$

Counterions leaving the layer must balance the surface divergence of their tangential flux, so $\partial_r\mu_c=-a\delta\nabla_s^2\mu_c$. Since $\nabla_s^2\cos\theta=-2\cos\theta/a^2$, this is $\partial_r\mu_c=2\delta\mu_c/a$ at $r=a$, or

$$1-2b_c=2\delta(1+b_c)\quad\Rightarrow\quad 1+b_c=\frac{3}{2(1+\delta)}.$$

For co-ions $\delta$ is replaced by zero and $1+b_o=3/2$. A well-conducting layer short-circuits the counterions: their electrochemical potential becomes nearly uniform around the sphere. The co-ions, which the layer expels, keep their full drive.

The two responses cannot differ without a change in salt concentration. In the neutral solution, adding the potentials cancels the electrical parts and leaves $\mu_c+\mu_o=2kT\,\delta n/n$, where $\delta n$ is the concentration change. At the surface

$$\frac{\delta n}{n}=-\frac{3zeEa}{4kT}\frac{\delta}{1+\delta}\cos\theta .$$

Salt is depleted at the front of the positive particle, which moves along $E$, and enriched behind it. This is concentration polarisation.

## The mobility

The tangential gradient is $\nabla_s\mu_i=s_izeE(1+b_i)\sin\theta$ along increasing $\theta$. Thus

$$u_{\rm slip}=\frac{3nzeE}{2\eta}\left(\frac{m_c}{1+\delta}-m_o\right)\sin\theta .$$

The particle and its layer together are neutral and feel no net force. The force on a sphere with a prescribed surface velocity is $-6\pi\eta a$ times the surface average of that velocity, so the average of particle velocity plus slip must vanish. The component of slip along $E$ carries a factor $-\sin\theta$, and $\sin^2\theta$ averages to $2/3$. The speed is therefore $(nzeE/\eta)[m_c/(1+\delta)-m_o]$. Using $nze/\kappa^2=\varepsilon kT/(2ze)$,

$$M=\frac{A}{1+\delta}+(\zeta-A)=\zeta-A\frac{\delta}{1+\delta},\qquad A=\frac\zeta2+2\ln\cosh\frac\zeta4 .$$

The first term in the first form is the counterions' share; the second comes from co-ion depletion. Since $A/\zeta$ lies between $1/2$ and $1$, the fractional shortfall from Smoluchowski's law lies, at this order, between half of $\delta/(1+\delta)$ and the whole of it. So $\delta\ll1$, and not $K\gg1$ alone, is the condition for the proportional law.

## Where the maximum lies

At high $\zeta$, $\ln\cosh(\zeta/4)\to\zeta/4-\ln2$. Hence $A\to\zeta-2\ln2$, $dA/d\zeta\to1$ and $d\delta/d\zeta\to\delta/2$. The co-ion share has saturated at $2\ln2$, and

$$\frac{dM}{d\zeta}=\frac1{1+\delta}-\frac{A\delta}{2(1+\delta)^2}=\frac{2-(A-2)\delta}{2(1+\delta)^2}.$$

For $A>2$ the product $(A-2)\delta$ increases with $\zeta$, so the slope changes once from positive to negative. The force available to the counterions grows linearly, while the conduction that removes their drive grows exponentially. At the turning point $\delta=2/(A-2)$, so $1/(1+\delta)=(A-2)/A$ and

$$M_m=2\ln2+A-2=\zeta_m-2 .$$

In this approximation the peak lies two thermal units, $2kT/ze$, below Smoluchowski's line, whatever the value of $K$. Writing $A-2=2W$ gives $\zeta_m=2+2\ln2+2W$ and $\delta_m=1/W$. Inserting $e^{\zeta_m/2}=2e\,e^{W}$ into the high-$\zeta$ form of $\delta$ yields

$$We^W=\frac{K}{4e(1+2P)},$$

so $W$ is the Lambert function of the right-hand side. Taking logarithms gives $W+\ln W=\ln K+\text{const}$, so $d\zeta_m/d\ln K=2W/(1+W)$. The peak thus recedes logarithmically, at a rate near 1 for the example below and approaching 2 only at extremely large $K$. If $\zeta$ is held fixed and $K\to\infty$, then $\delta\to0$ and $M\to\zeta$: the maximum moves out of reach. A theory that takes $K$ to infinity at fixed $\zeta$ therefore has no maximum.

Beyond the peak, $M$ falls towards $2\ln2\approx1.39$ at leading order, not towards zero. A purely ohmic argument would weaken both ions' drives by $1/(1+\mathrm{Du})$ and give $M=\zeta/(1+\mathrm{Du})$. That also has a maximum but decays to zero, because it wrongly removes the co-ions' drive. At $K=250$ and $\zeta=16$ it gives 0.84, whereas the full equations give 1.79.

## The sphere in numbers

The example uses rough values for water and KCl-like ions at 298.15 K: relative permittivity 78.5, viscosity 0.89 mPa s and $D=2.0\times10^{-5}$ cm²/s. The Debye length is 3.04 nm, so $K=150/3.042=49.3$. Also $P=0.258$ and $1+2P=1.516$. The peak condition is

$$We^W=\frac{49.31}{4e\times1.5155}=2.99,\qquad W=1.05,$$

which gives $\zeta_m=5.48$ and $M_m=3.48$. With $kT/e=25.69$ mV and a mobility unit of $2.0065\times10^{-4}$ cm²/Vs, that is 141 mV and $7.0\times10^{-4}$ cm²/Vs.

The reference is a numerical solution of the full linearised equations for ion transport and Stokes flow around the sphere, with the spherical Poisson–Boltzmann field and no thin-layer assumption.

| $\zeta$ | Du | $\delta$ | $M$, full | $M$, formula |
|---:|---:|---:|---:|---:|
| 1 | 0.008 | 0.040 | 0.94 | 0.98 |
| 4 | 0.170 | 0.393 | 3.19 | 3.19 |
| 6 | 0.557 | 1.17 | 3.52 | 3.46 |
| 8 | 1.62 | 3.29 | 2.96 | 2.90 |
| 12 | 12.3 | 24.7 | 1.86 | 1.79 |

The full peak is at $\zeta=5.56$, or 143 mV, with a mobility of $7.1\times10^{-4}$ cm²/Vs; Smoluchowski's law would give $11.1\times10^{-4}$ cm²/Vs there. The Dukhin number is only 0.43 at this point. The maximum does not wait for surface conduction to exceed bulk conduction.

The small deficit at low $\zeta$ is a curvature effect outside the leading-order formula. As $\zeta\to0$, Henry's theory gives $M/\zeta=0.948$ at this $K$, in agreement with the full solution. Over whole-number $\zeta$ from 1 to 16, the formula's largest error relative to the full solution is 0.92% at $K=250$ and 0.24% at $K=1000$. The full peaks there lie at $\zeta=7.43$ and $9.40$, and 1.97 and 1.98 units below Smoluchowski's line.

The cause can be tested by holding an ion's electrochemical potential, in the full equations, at its form around an insulator without surface conduction. With only the counterion held in this way, $M$ rises at every whole-number step from $\zeta=1$ to 12 and reaches 11.7. With only the co-ion held, the peak remains, at $\zeta=5.56$ and $M=3.53$. The counterions' lost drive is therefore what bends the curve down. Flow assists by carrying counterions along the surface: setting $P=0$ at fixed $K$ raises the peak to $M=3.97$ and moves it to $\zeta=6.10$.

## What this means for a real particle

The example has the size of a large oxide abrasive particle, but its peak lies at an unusually high potential. Roughly, zeta potentials of oxides in water are tens of millivolts and seldom much above 100 mV. The diffuse charge needed at the peak, about 9 µC/cm², is also large. For many such particles the practical effect is the shortfall on the rising branch, not the maximum itself.

The assumption of a non-conducting stagnant layer is a doubtful one for real surfaces. If that layer conducts as well as the diffuse layer, $\delta$ doubles, and the peak law moves from 141 to 124 mV and from 7.0 to $5.7\times10^{-4}$ cm²/Vs. The mobility of the opening problem, $6.0\times10^{-4}$ cm²/Vs, lies above this lowered peak, so within this model such strong conduction is incompatible with the measurement. Only sufficiently weak conduction leaves a root on the rising branch: by the peak law, the stagnant layer must conduct less than about two thirds as much as the diffuse layer. The peak law lies slightly below the full peak, and in the full equations this bound is nearer three quarters. A zeta potential inferred on that branch without this conduction would be too low.

Point ions are also strained. At the peak the counterion concentration at the surface is 2.6 M, which fills about 0.34 of the available sites if each ion occupies a cube of side 0.6 nm. On the upper root of the opening problem, $\zeta=203.6/25.69=7.93$, and the Boltzmann factor gives about 28 M. The same count then gives a filling near 3.6, which is impossible. For ions of this size the point-ion model fails at its own upper root, so 204 mV is not a valid reading. This alone does not exclude a high potential, which would need a model with finite ions. Together with the usual range of oxide potentials, however, it favours the lower root: 93 mV if the stagnant layer does not conduct and the viscosity is uniform, and a higher value if the layer conducts weakly or the viscosity rises near the surface.

Another uncertain omission is a rise of viscosity in the layer's own field $E_d$, which reaches 1.4 MV/cm at the surface. If viscosity is multiplied by $1+fE_d^2$, the flat-layer mobility before polarisation becomes $\int_0^\zeta d\psi/(1+fE_d^2)$. For rough coefficients $f$ of $10^{-16}$ and $10^{-15}$ m²/V², it falls from 5.56 to 4.57 and 2.88 at the peak potential. At the larger coefficient nearly half of this unpolarised mobility is lost. By itself, however, the effect flattens the curve without turning it down, because the integrand is positive and $E_d$ at a given $\psi$ does not depend on $\zeta$. It still matters for the opening problem. With $c=f(2\kappa kT/ze)^2<1$ the integral is bounded by $2\,\mathrm{artanh}\sqrt{1-c}/\sqrt{1-c}$. For the larger coefficient $c=0.285$ and the bound is 2.93, below the measured $6.0/2.0065=2.99$, so that coefficient leaves no root at all. The smaller one, combined with polarisation, moves the lower root from 93 to roughly 100 mV. The applied field is harmless by comparison: at 10 V/cm its drop over one radius is 0.006 of $kT/e$.

The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
inputs: T 298.15 K, eps_r 78.5, viscosity 0.89 mPa s
inputs: D 2.0e-05 cm2/s, a 150 nm, salt 10 mM
kT/e 25.69 mV; Debye length 3.042 nm
K = kappa a 49.31; P 0.2578; 1+2P 1.5155
mobility unit eps kT/(eta e) 2.0065 e-4 cm2/Vs
Henry M/zeta at low zeta: solver 0.94790, formula 0.94790
largest change of M on a finer grid 1.5e-07
zeta[kT/e] zeta[mV] Du delta M_full M_formula mob[1e-4 cm2/Vs]
  1   25.7   0.008   0.040 0.940 0.978 1.887
  2   51.4   0.033   0.106 1.832 1.882 3.675
  3   77.1   0.083   0.214 2.609 2.645 5.235
  4  102.8   0.170   0.393 3.189 3.191 6.400
  5  128.5   0.315   0.687 3.499 3.464 7.021
  6  154.2   0.557   1.173 3.517 3.457 7.057
  8  205.5   1.617   3.295 2.964 2.898 5.946
 10  256.9   4.500   9.062 2.290 2.230 4.595
 12  308.3  12.338  24.738 1.860 1.794 3.732
peaks: K, zeta full/law, M full/law, zeta-M full, delta law
   49.3  5.556/5.483  3.543/3.483  2.013  0.954
  250.0  7.425/7.421  5.459/5.421  1.965  0.496
 1000.0  9.395/9.397  7.418/7.397  1.977  0.333
example peak: zeta 142.8 mV, mobility 7.109 e-4 cm2/Vs
Smoluchowski mobility at that zeta 11.149 e-4 cm2/Vs
at peak: Du 0.435, delta 0.928
at peak: counterion drive/1.5 full 0.550, 1/(1+delta) 0.519
at peak: diffuse-layer balancing charge 9.45 uC/cm2
peak without convection (P=0): zeta 6.099, M 3.974, law M 3.929
both ions frozen: M at zeta 12 = 11.740
counterion frozen only: M at zeta 12 = 11.667
co-ion frozen only: peak zeta 5.555, M 3.529
worst formula error, zeta 1-16: K=250 0.92 %, K=1000 0.24 %
K=250, zeta 16: M full 1.791, ohmic-only 0.840, 2 ln 2 1.386
mobility 6.0 e-4 cm2/Vs: zeta 92.7 or 203.6 mV
Smoluchowski reading of it 76.8 mV
neglected effects at the example peak:
stagnant layer conducting as much as diffuse: law peak 124.2 mV, 5.690 e-4 cm2/Vs
same law without it: 140.9 mV, 6.990 e-4 cm2/Vs
counterions at surface 2.59 M; site filling for 0.6 nm ions 0.34
applied 10 V/cm times radius / (kT/e) = 0.0058
double-layer field at surface 1.36 MV/cm
viscoelectric f 1e-16 m2/V2: flat-layer M 4.567 instead of 5.556
viscoelectric f 1e-15 m2/V2: flat-layer M 2.880 instead of 5.556
```
